# Hydrogen chemical potential in a Gaussian distribution of independent sites

## 1. From site energies to the chemical potential

A calculation that gives every hydrogen atom in a disordered metal the same site energy can misjudge the pressure range of uptake by many powers of ten. With one energy and no interaction between the atoms, the equilibrium H₂ pressure varies as $[c/(1-c)]^2$, where $c$ is the filled fraction of the sites. Going from $c=0.1$ to $c=0.9$ then raises the pressure by $81^2=6561$, less than four decades. If the site energies are spread with a standard deviation of 0.12 eV, the same change of filling at 300 K takes about eleven decades. Borrowing the plateau of a crystalline hydride underestimates the range even more, because it assigns one pressure to most of the filling range.

The missing piece is the chemical potential as a function of filling. For Gaussian site energies and low temperature it is an inverse error function. This half derives that function, its first thermal correction and the place where it fails. The second half treats the plateau, the gas pressure and a numerical case.

### Sites, energies and conventions

The metal offers a large number $N$ of interstitial sites, each of which holds at most one hydrogen atom. The energy of an atom on a site does not depend on which other sites are filled. These two statements define "noninteracting" here: single occupancy is retained, and every other influence of one atom on another is dropped.

The filling $c$ is the number of absorbed atoms divided by $N$. The count $N$ must include only sites that can all be filled together. If neighbouring sites exclude each other, counting every geometrical site gives a $c$ that the model cannot describe. The second half estimates the size of that error.

The site energy $E$ is the energy of one absorbed atom minus half the energy of an H₂ molecule in its ground state. Zero-point energies are included on both sides. A negative $E$ therefore means that absorption from the molecule releases energy at zero temperature. The fraction of sites with energy between $E$ and $E+dE$ is $g(E)\,dE$, with

$$g(E)=\frac{1}{\sqrt{2\pi}\,s}\exp\left[-\frac{(E-E_0)^2}{2s^2}\right]. \tag{1}$$

Here $E_0$ is the mean and $s$ the standard deviation. Some data are described by the form $\exp[-(E-E_0)^2/w^2]$ instead. Comparing exponents gives $w=\sqrt2\,s$, so entering $w$ where $s$ is expected makes the distribution too wide by a factor 1.41.

### Occupation of one site

Let $\mu_H$ be the chemical potential of atomic hydrogen, $k$ the Boltzmann constant and $T$ the temperature. The metal exchanges atoms with a reservoir. Since the sites are independent, the grand partition function is a product with one factor per site. A site is either empty, with weight 1, or filled, with weight $\exp[(\mu_H-E)/kT]$ for each orientation of the nuclear spin. The proton has two orientations, so the factor for one site is

$$\Xi=1+2\exp\left(\frac{\mu_H-E}{kT}\right).$$

The electron of the absorbed atom is taken to join the electrons of the metal and to bring no free spin of its own. Excited vibrations of the atom are left out here and estimated later. The factor 2 can be moved into the exponent, because $2=\exp(\ln 2)$. With

$$\mu=\mu_H+kT\ln2, \tag{2}$$

the site factor becomes $\Xi=1+\exp[(\mu-E)/kT]$. The symbol $\mu$ has this meaning throughout, and the factor 2 returns when the gas is introduced. The probability that the site is filled is the filled weight divided by the total weight:

$$f(E)=\frac{\exp[(\mu-E)/kT]}{1+\exp[(\mu-E)/kT]}=\frac{1}{1+\exp[(E-\mu)/kT]}. \tag{3}$$

The second form follows on dividing numerator and denominator by the exponential. This is the Fermi function. It appears because a site holds at most one atom; the exchange symmetry of the protons has not been used.

Averaging over the sites gives the filling:

$$c(\mu,T)=\int_{-\infty}^{\infty}g(E)\,f(E)\,dE. \tag{4}$$

For given $c$ and $T$, this equation determines $\mu$.

### The low-temperature law

As $T\to0$ at fixed $\mu$, the exponential in the last form of (3) tends to zero for $E<\mu$ and to infinity for $E>\mu$. Hence $f$ tends to 1 below $\mu$ and to 0 above it. The atoms occupy the lowest sites, and $\mu$ is the energy of the next site to be filled:

$$c=\int_{-\infty}^{\mu}g(E)\,dE.$$

Substitute $t=(E-E_0)/(\sqrt2\,s)$. Then $dE=\sqrt2\,s\,dt$, the exponent in (1) becomes $-t^2$, and the prefactors combine to $\sqrt2\,s/(\sqrt{2\pi}\,s)=1/\sqrt\pi$. With the upper limit $y=(\mu-E_0)/(\sqrt2\,s)$,

$$c=\frac{1}{\sqrt\pi}\int_{-\infty}^{0}e^{-t^2}dt+\frac{1}{\sqrt\pi}\int_0^{y}e^{-t^2}dt=\frac12+\frac12\,\mathrm{erf}(y).$$

The first term is half of the full Gaussian integral $\sqrt\pi$. The second uses the definition $\mathrm{erf}(y)=(2/\sqrt\pi)\int_0^y e^{-t^2}dt$. Therefore $\mathrm{erf}(y)=2c-1$. The error function rises strictly from $-1$ to $1$, so it has a unique inverse for $0<c<1$, and

$$\boxed{\;\mu_0(c)=E_0+\sqrt2\,s\,\mathrm{erf}^{-1}(2c-1)\;} \tag{5}$$

The subscript marks the low-temperature law. At half filling $2c-1=0$ and $\mu_0=E_0$. Below half filling the inverse error function is negative, since the atoms occupy sites that are better than average. Above half filling it is positive. Replacing $c$ by $1-c$ changes the sign of $\mu_0-E_0$ and leaves its magnitude unchanged.

For very small $c$, floating-point evaluation of $2c-1$ loses the digits of $c$. The complementary function avoids this. Since $\mathrm{erfc}^{-1}(z)=\mathrm{erf}^{-1}(1-z)$ and the inverse error function is odd, (5) is equivalent to $\mu_0=E_0-\sqrt2\,s\,\mathrm{erfc}^{-1}(2c)$.

### Slope of the law

Write $y=\mathrm{erf}^{-1}(2c-1)$ and differentiate $\mathrm{erf}(y)=2c-1$ with respect to $c$. The derivative of the error function is $(2/\sqrt\pi)e^{-y^2}$, so

$$\frac{2}{\sqrt\pi}e^{-y^2}\frac{dy}{dc}=2,\qquad \frac{dy}{dc}=\sqrt\pi\,e^{y^2}.$$

Multiplication by $\sqrt2\,s$ gives

$$\frac{d\mu_0}{dc}=\sqrt{2\pi}\,s\,e^{y^2}. \tag{6}$$

This is $1/g(\mu_0)$: where few sites are available per unit energy, a small addition of hydrogen moves $\mu$ a long way. The slope is smallest at $y=0$, that is at half filling, where it equals $\sqrt{2\pi}\,s$. It grows without limit towards $c=0$ and $c=1$. The law is flattest in the middle, but it is nowhere flat.

### First thermal correction

At finite temperature the edge between filled and empty sites has a width of order $kT$. To find its effect, introduce the function

$$\ell(v)=\frac{e^{v}}{(1+e^{v})^2}.$$

It is the derivative of $1/(1+e^{-v})$, it is positive, it is even in $v$, and its integral over all $v$ is 1. It is therefore a probability density, known as the logistic density. The occupation (3) can be written as

$$f(E)=\int_{-\infty}^{(\mu-E)/kT}\ell(v)\,dv .$$

Thus $f(E)$ is the probability that a logistic variable $v$ satisfies $E+kT\,v\le\mu$. Averaging over $E$ as in (4), the filling is the probability that the sum of a Gaussian energy and an independent logistic term $kT\,v$ lies below $\mu$. Let $G(\mu)=\int_{-\infty}^{\mu}g(E)\,dE$ be the low-temperature filling. Performing the average over $E$ first, at fixed $v$, gives

$$c(\mu,T)=\int_{-\infty}^{\infty}\ell(v)\,G(\mu-kT\,v)\,dv. \tag{7}$$

Now expand $G$ for small $kT$:

$$G(\mu-kTv)=G(\mu)-kT\,v\,g(\mu)+\tfrac12(kT)^2v^2g'(\mu)-\dots$$

The term linear in $v$ integrates to zero because $\ell$ is even. The quadratic term needs the variance of $v$. Since $\ell(v)=-\frac{d}{dv}\frac{1}{e^v+1}$, integration by parts gives

$$\int_{-\infty}^{\infty}v^2\ell(v)\,dv=2\int_0^\infty v^2\ell(v)\,dv=4\int_0^\infty\frac{v\,dv}{e^v+1}.$$

The boundary terms vanish at both ends. For $v>0$ expand $1/(e^v+1)=\sum_{n\ge1}(-1)^{n-1}e^{-nv}$ and use $\int_0^\infty v\,e^{-nv}dv=1/n^2$. The sum $1-\frac14+\frac19-\dots$ equals $\pi^2/12$: it is the full sum $\sum 1/n^2=\pi^2/6$ minus twice its even terms, which make up one quarter of the full sum. The variance is therefore $4\pi^2/12=\pi^2/3$, and

$$c=G(\mu)+\frac{\pi^2}{6}(kT)^2g'(\mu)+O\big((kT)^4\big). \tag{8}$$

To keep $c$ fixed, set $\mu=\mu_0+\delta$ with $G(\mu_0)=c$. To the order needed, $G(\mu)=c+g(\mu_0)\,\delta$, and (8) becomes

$$0=g(\mu_0)\,\delta+\frac{\pi^2}{6}(kT)^2g'(\mu_0).$$

For the Gaussian (1), $g'/g=-(\mu_0-E_0)/s^2$. The two minus signs cancel, and

$$\mu\simeq\mu_0+\frac{\pi^2}{6}\,\frac{(kT)^2}{s^2}\,(\mu_0-E_0). \tag{9}$$

The correction moves $\mu$ away from the mean energy. Below half filling, warming lifts atoms into the more numerous sites above the edge, so $\mu$ must fall to hold $c$ constant. Above half filling the argument is reversed. At half filling the shift vanishes at every temperature, because $g$ is symmetric about $E_0$ and $f-\frac12$ is odd about $\mu=E_0$, so that (4) gives $c=\frac12$.

To this order the inverse error function survives with a larger width, $s\,[1+\frac{\pi^2}{6}(kT/s)^2]$. Suppose measured values of $\mu$ are plotted against $\sqrt2\,\mathrm{erf}^{-1}(2c-1)$. Within this model the slope is then this larger width, and the bracket must be divided out to recover $s$.

### Failure in the dilute tail

The condition $kT\ll s$ is sufficient at fixed $c$, but it is not sufficient uniformly in $c$. The expansion (8) assumes that $g$ changes little over an energy $kT$. The relative change over that interval is about $kT\,|\mu-E_0|/s^2$, which becomes large far enough into the tail.

The tail can be treated directly. Comparing the first form of (3) with $1-f=1/(1+\exp[(\mu-E)/kT])$ shows that $f=\exp[(\mu-E)/kT]\,(1-f)$. Insert this in (4) and collect the exponents that contain $E$. With $a=E-E_0$,

$$-\frac{a^2}{2s^2}-\frac{a}{kT}=-\frac{1}{2s^2}\left(a+\frac{s^2}{kT}\right)^2+\frac{s^2}{2(kT)^2}.$$

The first term on the right belongs to a Gaussian of unchanged width $s$ centred at

$$E_\times=E_0-\frac{s^2}{kT}.$$

Denote the average over this shifted Gaussian by $\langle\dots\rangle_\times$. Then, without approximation,

$$c=\exp\left[\frac{\mu-E_0}{kT}+\frac{s^2}{2(kT)^2}\right]\langle1-f\rangle_\times. \tag{10}$$

When $\mu$ lies far below $E_\times$, on the scale of both $s$ and $kT$, nearly all sites that matter are empty and the average tends to 1. The filling is then proportional to $\exp(\mu/kT)$, as for a single level. The energy spread enters as a constant factor, and the inverse error function no longer applies.

A marker for the change of regime is $\mu=E_\times$. There $1-f$ equals $\frac12$ plus a function that is odd about $E_\times$, while the shifted Gaussian is even about the same point. The average is therefore $\frac12$. The exponent in (10) is $-s^2/(kT)^2+s^2/2(kT)^2$, which gives

$$c_\times=\frac12\exp\left[-\frac{s^2}{2(kT)^2}\right]. \tag{11}$$

Law (5) requires $c$ to be well above $c_\times$. By the symmetry between filled and empty sites, $1-c$ must also be well above $c_\times$. As $T$ falls, $c_\times$ decreases rapidly, which is why any fixed filling between 0 and 1 eventually obeys (5).

## 2. Absence of a plateau, gas pressure and a worked case

The symbols carried over are these. $c$ is the filled fraction of the sites that can all be filled together, and $g(E)$ is a Gaussian of site energies with mean $E_0$ and standard deviation $s$. $\mu$ is the chemical potential of hydrogen measured from half a ground-state H₂ molecule, with $kT\ln2$ for the nuclear spin added to it. The occupation is $f=1/(1+\exp[(E-\mu)/kT])$, and $c=\int g f\,dE$. For $kT\ll s$ the result is $\mu_0=E_0+\sqrt2\,s\,\mathrm{erf}^{-1}(2c-1)$, with smallest slope $\sqrt{2\pi}\,s$ at $c=\frac12$. The first thermal correction multiplies $\mu_0-E_0$ by $1+\frac{\pi^2}{6}(kT/s)^2$. The error of the law grows gradually into the tail, and below $c_\times=\frac12\exp[-s^2/2(kT)^2]$ the law gives way to $c\propto\exp(\mu/kT)$.

### Why there is no plateau

Two phases with fillings $c_1<c_2$ coexist when both have the same $\mu$ at the same temperature. This is impossible if $\mu$ rises strictly with $c$. Differentiating the Fermi function gives $\partial f/\partial\mu=f(1-f)/kT$, so

$$\frac{dc}{d\mu}=\frac{1}{kT}\int g(E)\,f(1-f)\,dE>0. \tag{12}$$

At $T>0$ each factor in the integrand is positive wherever there are sites. Let $F(c)$ be the free energy per site, with $\mu=dF/dc$. Equation (12) says that $F''>0$, so no straight line touches $F$ at two points.

The Gaussian form was not used. Independent sites have no two-phase plateau for any energy distribution, a single level included. Since $f(1-f)\le\frac14$ and $g$ integrates to 1, (12) also gives

$$\frac{d\mu}{dc}\ge4kT. \tag{13}$$

For a narrow distribution at low temperature, $\mu$ can look flat as a function of $c$, but there is still one phase filling continuously. The Gaussian width adds a slope that remains as $T\to0$.

### How much attraction the width can absorb

Absorbed hydrogen expands the host and thereby makes other sites more favourable. In mean field this adds $-uc^2/2$ to the free energy per site, with $u>0$ for attraction. Differentiation adds $-uc$ to $\mu$. The slope becomes the noninteracting slope minus $u$, and a region with $F''<0$ appears when $u$ exceeds the smallest noninteracting slope. A mixture of two phases on the common tangent then has lower free energy than the uniform state, and the isotherm has a plateau.

To locate the smallest slope, write (12) as

$$\frac{dc}{d\mu}=\int g(\mu-z)\,\kappa(z)\,dz,\qquad \kappa(z)=\frac{1}{4kT\cosh^2(z/2kT)}.$$

Here $z=\mu-E$, and $\kappa$ is $f(1-f)/kT$ rewritten. It is even, it integrates to 1 and it falls with $|z|$. Differentiate with respect to $\mu$, move the derivative onto $\kappa$ by parts, and combine $z$ with $-z$:

$$\frac{d^2c}{d\mu^2}=-\int_0^\infty|\kappa'(z)|\,[g(\mu-z)-g(\mu+z)]\,dz.$$

For $\mu>E_0$ and $z>0$, the point $\mu-z$ is closer to $E_0$ than $\mu+z$ is, so the bracket is positive and $dc/d\mu$ falls. For $\mu<E_0$ it rises. The peak is at $\mu=E_0$, which is half filling. An average of $g$ with weight $\kappa$ cannot exceed the largest value of $g$, which is $1/(\sqrt{2\pi}\,s)$. Together with (13),

$$\left.\frac{d\mu}{dc}\right|_{c=1/2}\ge\max\left(\sqrt{2\pi}\,s,\;4kT\right). \tag{14}$$

For Gaussian sites with mean-field attraction, $s>u/\sqrt{2\pi}$ is therefore sufficient to exclude a plateau at any temperature. It is not necessary when $kT$ is large.

### From chemical potential to H₂ pressure

For an ideal gas of $N_g$ molecules in volume $V$, the chemical potential is $\mu_{H_2}=-kT\ln(Z_1/N_g)$, where $Z_1$ is the partition function of one molecule. The motion of the centre of mass contributes $V/\lambda^3$, with $\lambda=h/\sqrt{2\pi mkT}$ for molecular mass $m$. Rotation and nuclear spin contribute

$$q=\sum_{J}w_J(2J+1)\exp\left[-\frac{J(J+1)\,\theta}{T}\right],\qquad \theta=\frac{\hbar^2}{2Ik},$$

where $w_J=1$ for even $J$ and 3 for odd $J$. These weights count the nuclear-spin states allowed by the exchange symmetry of the two protons. The moment of inertia is $I=md^2/4$ for bond length $d$, since the reduced mass of two equal atoms is $m/4$. The two spin forms of H₂ are taken to be in equilibrium. Using $V/N_g=kT/p$,

$$\mu_{H_2}=-kT\ln\frac{q\,kT}{p\,\lambda^3}.$$

Dissociation into two absorbed atoms is in equilibrium when $\mu_{H_2}=2\mu_H$. Because $\mu_H=\mu-kT\ln2$, this equals $2\mu-kT\ln4$. Solving for the pressure gives

$$p=\frac{kT}{\lambda^3}\,\frac q4\,\exp\left(\frac{2\mu}{kT}\right). \tag{15}$$

The 2 in the exponent comes from the two atoms of the molecule. Inserting $\mu_0$ shows that $\ln p$ also follows the inverse error function, with amplitude $2\sqrt2\,s/kT$. In the dilute tail $c\propto\exp(\mu/kT)$, hence $c\propto\sqrt p$, which is Sieverts' law. For a single level, $\mu=E_0+kT\ln[c/(1-c)]$ gives the factor $[c/(1-c)]^2$ quoted at the beginning.

Combining (15) with (13) gives $d\ln p/dc\ge8$ for independent sites. If an equilibrium isotherm of an ideal gas has a smaller slope, with $c$ counted per usable site, then the independent-site model does not describe it.

### Worked case at 300 K

Take $E_0=-0.35$ eV and $s=0.12$ eV. These are rough values in the regime of a nickel–zirconium metallic glass, not a fit to one. At 300 K, $kT=0.02585$ eV and $kT/s=0.215$.

For the gas, $\lambda=0.0710$ nm. A rough bond length of 0.074 nm gives $\theta=87.9$ K and $q/4=1.88$. The prefactor in (15) is then about $1.6\times10^8$ Torr. The measured rotational levels of the vibrational ground state ($\theta\approx85$ K) give $q/4=1.94$, which would raise every pressure below by about 3%. At half filling $\mu=E_0$, so

$$p_{1/2}=1.6\times10^8\,\exp\left(-\frac{0.70}{0.02585}\right)\ \text{Torr}\approx2.8\times10^{-4}\ \text{Torr}.$$

At $c=0.9$, $\sqrt2\,\mathrm{erf}^{-1}(0.8)=1.28$ and $\mu_0=-0.35+1.28\times0.12=-0.196$ eV. The thermal correction is $1.645\times(0.215)^2\times0.154=0.012$ eV, which gives $-0.184$ eV. A numerical solution of $c=\int gf\,dE$, by quadrature over $E$ and root finding in $\mu$, gives $-0.185$ eV. In the table, "law" is the low-temperature law and "full" is this numerical solution.

| $c$ | $\mu$ law (eV) | $\mu$ full (eV) | $p$ law (Torr) | $p$ full (Torr) |
|---|---|---|---|---|
| 0.1 | −0.504 | −0.515 | 1.9×10⁻⁹ | 8.2×10⁻¹⁰ |
| 0.3 | −0.413 | −0.417 | 2.2×10⁻⁶ | 1.5×10⁻⁶ |
| 0.5 | −0.350 | −0.350 | 2.8×10⁻⁴ | 2.8×10⁻⁴ |
| 0.7 | −0.287 | −0.283 | 3.7×10⁻² | 5.2×10⁻² |
| 0.9 | −0.196 | −0.185 | 42 | 99 |

From $c=0.1$ to 0.9 the law gives a rise in $\mu$ of 0.308 eV (29.7 kJ/mol), or 10.3 decades of pressure. The full solution gives 0.330 eV and 11.1 decades. An error of 0.011 eV in $\mu$ looks small, but at $c=0.9$ it changes the pressure by a factor 2.4, since the exponent contains $2/kT$. An implementation that reports pressures at 300 K should therefore include at least the thermal correction.

The dilute crossover lies at $c_\times=\frac12\exp[-\frac12(1/0.2154)^2]\approx1.0\times10^{-5}$. The corresponding pressure is about $5\times10^{-23}$ Torr, far below any attainable vacuum. For these parameters the Sieverts regime of the model is out of reach at 300 K. The crossover is gradual. The law lies above the full $\mu$ by $0.43\,kT$ at $c=0.1$, $1.15\,kT$ at $c=10^{-3}$ and $1.8\,kT$ at $c_\times$, which is 7%, 8% and 9% of $|\mu_0-E_0|$. With the thermal correction the error is still below $0.3\,kT$ at $c_\times$. The exponent $d\ln c/d\ln p$ is 0.18, 0.33 and 0.42 at these three fillings, against $\frac12$ in Sieverts' law.

### Size of the neglected effects

**Attraction.** Take $u=0.2$ eV, the rough size for crystalline palladium hydride. The site energies are shifted by $+u/2$ so that half filling keeps its pressure; the added term in $\mu$ is then $-u(c-\frac12)$. Evaluating (12) numerically at half filling gives a smallest slope of 0.322 eV, compared with $\sqrt{2\pi}\,s=0.301$ eV at low temperature. Both exceed 0.2 eV, so the model glass has no plateau with this $u$. The margin depends on what $c$ counts. For palladium hydride, 0.2 eV refers to about 0.6 usable sites per metal atom, which is about 0.33 eV per unit hydrogen-to-metal ratio. A glass with the same attraction per unit of that ratio would reach $u=0.322$ eV at about 0.97 usable sites per metal atom, and with more sites the model would have a plateau.

A single-level crystal with the same $u$, temperature and half-filling pressure has the threshold $4kT=0.103$ eV, and it does have a plateau. Its free energy, after the term $E_0c$ is subtracted, is symmetric about $c=\frac12$, so the two phases have $\mu=E_0$ and satisfy

$$kT\ln\frac{c}{1-c}=u\left(c-\tfrac12\right).$$

The outer solutions are $c=0.025$ and $c=0.975$, both at $2.8\times10^{-4}$ Torr. The two models differ only in the width of the site energies, so here it is the width that removes the plateau.

The attraction still changes the numbers for the glass. At $c=0.9$ it shifts $\mu$ by $-0.2\times0.4=-0.08$ eV and multiplies the pressure by $2\times10^{-3}$, from 99 Torr to about 0.2 Torr. The span from $c=0.1$ to 0.9 shrinks to $0.330-0.160=0.170$ eV, or 5.7 decades.

**Blocking.** Suppose all geometrical sites are counted, each excludes $z$ neighbours, and neighbouring energies are uncorrelated. At fixed $\mu$ and low temperature, a fraction $c$ of the sites would be filled without exclusion. There are $z/2$ neighbour pairs per site, and both members of a pair are wanted with probability $c^2$. Each such pair loses one atom, so the first loss is $zc^2/2$; larger groups enter at order $c^3$. If a tetrahedral site is blocked only by four sites that share its faces, then $z=4$, and at $c=0.1$ the loss to this order is 0.02, or 20% of the filling. If the pairs newly blocked as $\mu$ rises are neglected, (6) gives the rise in $\mu$ that restores it as about $0.02\times0.301\times e^{0.82}=0.014$ eV, where $0.82=[\mathrm{erf}^{-1}(0.8)]^2$. These are leading-order, low-temperature figures. A numerical solution for a loop-free network with four blocking neighbours per site gives a loss of 0.016 and a rise of 0.015 eV as $T\to0$. At 300 K it gives a loss of 0.018 and a rise between 0.018 and 0.019 eV, which is a factor of about 4 in pressure. At $c=0.5$ the same estimate would remove every atom, which shows that the expansion has failed. Hydrogen atoms in metal hydrides usually stay at least about 0.21 nm apart, which can block more distant sites as well; $z$ is then larger and the expansion fails at a smaller filling. Counting only jointly usable sites gives $c$ the right upper limit, but it does not by itself make the sites independent: which sites remain usable depends on which are already filled. Where blocking is strong, the inverse error function with the Gaussian of all geometrical sites can therefore misjudge the pressure even after the recount.

**Vibrations and gas.** Three equal oscillators with a rough quantum of 0.12 eV lower the site free energy by $-3kT\ln(1-e^{-0.12/kT})=0.75$ meV. This reduces the pressure at fixed filling by about 6%. The figure depends strongly on the quantum: 0.07 eV would give about 34%. At 99 Torr the gas contains 0.003 molecules per nm³, or one in roughly 300 nm³, so treating it as ideal is adequate here.

### Relation to a real glass

In a nickel–zirconium glass, sites surrounded by zirconium bind hydrogen more strongly than sites with more nickel neighbours. The distribution can therefore have several overlapping parts, and one Gaussian is a simplification. The general conclusion (12) does not depend on that shape, but the inverse error function does. The fillings 0.1 and 0.3 in the table belong to very low pressures, at which reaching equilibrium may be impractical; at 1 Torr the filling in this model already exceeds 0.7. Neglecting the interaction can spoil the pressures. If the attraction in the glass were as large as the value taken from palladium hydride, the pressure at $c=0.9$ would change by nearly three decades. The tabulated pressures are results of the model and should not be used as predictions for a particular alloy.
